\section*{How the Eliashberg transition temperature responds to phonons of different frequency, part 2}

In isotropic, linearized Migdal--Eliashberg theory we study $G(\Omega)=\delta T_c/\delta\alpha^2F(\Omega)$: a small area $a$ added to the phonon spectral function $\alpha^2F\ge0$ at $\Omega$ shifts $T_c$ by $aG(\Omega)$. Units are $\hbar=k_B=1$, energies in meV; $\bar\Omega=\Omega/T_c$, $\omega_n=\pi T(2n+1)$, $\nu_l=2\pi Tl$. The couplings $\lambda(l)$, with $\lambda(0)=\lambda$, the renormalization $Z_n$ and the gap $\Delta_n$ obey
\begin{equation}
\lambda(l)=\int_0^\infty d\Omega\,\alpha^2F(\Omega)\,\frac{2\Omega}{\Omega^2+\nu_l^2},
\label{lam}
\end{equation}
\begin{align}
\omega_nZ_n&=\omega_n+\pi T\sum_{m=-\infty}^{\infty}\lambda(n-m)\,\mathrm{sgn}\,\omega_m,\label{Z}\\
Z_n\Delta_n&=\pi T\sum_{m=-N}^{N-1}\big[\lambda(n-m)-\mu_N\big]\frac{\Delta_m}{|\omega_m|},\qquad -N\le n\le N-1.\label{gap}
\end{align}
The integer $N$ is fixed as $T$ varies. The Coulomb pseudopotential $\mu^*$, given at energy $\omega_c$, is carried to the moving cutoff $2\pi NT$ by
\begin{equation}
\frac1{\mu_N}=\frac1{\mu^*}+\ln\frac{\omega_c}{2\pi NT},\qquad \frac{d\mu_N}{d\ln T}=\mu_N^2 .
\label{mu}
\end{equation}
The gap is even, and $x_n=\Delta_n/(2n+1)$ for $0\le n<N$ (zero beyond) solves $Kx=0$, where $K_{nm}=\lambda(n-m)+\lambda(n+m+1)-2\mu_N-\delta_{nm}d_n$ and $d_n=2n+1+\lambda(0)+2\sum_{l=1}^n\lambda(l)$. In $K$ the $\lambda(0)$ terms cancel. $T_c$ is where the largest eigenvalue of $K$ reaches zero. First-order perturbation theory gives
\begin{align}
W_l&=\sum_{n=0}^{l-1}x_nx_{l-1-n}+2\sum_{n\ge0}x_{n+l}\,(x_n-x_{n+l}),\label{W}\\
G(\Omega)&=\frac1D\sum_{l\ge1}W_l\,\frac{2\bar\Omega}{\bar\Omega^2+4\pi^2l^2},\label{G}\\
D&=\sum_{l\ge1}W_l\int d\Omega'\,\alpha^2F(\Omega')\frac{4\Omega'\nu_l^2}{(\Omega'^2+\nu_l^2)^2}+2\mu_N^2\Big(\sum_nx_n\Big)^2 .\label{D}
\end{align}
The low-frequency limit, and the high-frequency limit for $\Omega\gg4\pi NT_c$, are
\begin{equation}
G\to\frac{\bar\Omega}{2\pi^2D}\sum_{l\ge1}\frac{W_l}{l^2}\qquad(\bar\Omega\ll2\pi),
\label{low}
\end{equation}
\begin{equation}
G\to\frac{2}{\bar\Omega D}\Big[2\Big(\sum_nx_n\Big)^2-\sum_n(2n+1)x_n^2\Big].
\label{high}
\end{equation}
The bracket equals $\sum_lW_l$. Were $Z$ held fixed, $G$ would instead diverge at low frequency as $2/(\bar\Omega D)$, for $\sum_nx_n^2=1$.

For $\mu^*=0$ it is proved that $x_n$ is positive and strictly decreasing, $W_l>0$ for $1\le l\le2N-1$, $D>0$, and $G>0$ at every frequency. Below, $n_0$ is the Matsubara index of the phonon energies.

The maximum follows from differentiating \eqref{G}. With $u=\bar\Omega/2\pi$, each term is $W_l\,u/[\pi(u^2+l^2)]$, which peaks at $u=l$, and
\begin{equation}
\frac{dG}{du}=\frac1{\pi D}\sum_{l\ge1}W_l\,\frac{l^2-u^2}{(l^2+u^2)^2}.
\label{peak}
\end{equation}
For $\mu^*=0$ and $N\ge2$ no term is negative when $u\le1$ and the terms $l\ge2$ are positive, so $G$ rises strictly up to and at $\Omega=2\pi T_c$. It is positive and vanishes at infinity, so a maximum exists and lies above $2\pi T_c$. This is a lower bound on the position. If $W_1$ dominates, the root of \eqref{peak} lies near $u=1$. Putting $u=1+\eta$, the $l=1$ term is $W_1(-2\eta)/4$ to first order, and the others, evaluated at $u=1$, supply the offset:
\begin{equation}
\bar\Omega_{\max}\approx2\pi\Big[1+2\sum_{l\ge2}\frac{W_l}{W_1}\,\frac{l^2-1}{(l^2+1)^2}\Big].
\label{est}
\end{equation}
This is the leading order in the ratios $W_l/W_1$. When $W_1$ dominates, the peak sits near the first bosonic Matsubara frequency and is pushed up by the higher ones, by an amount that depends on how slowly $x_n$ decays. In the weak-coupling limit treated next the decay is slow and the estimate is poor: \eqref{est} gives $8.87$, while the root of \eqref{peak} is $9.78$.

Two limits at $\mu^*=0$ make $x$ independent of the spectrum. At weak coupling $T_c$ is far below the phonon energies and $n_0\gg1$. Then $\lambda(l)$ varies only on the scale $n_0$, so $Z_n$ and the right side of \eqref{gap} are independent of $n$ for $n\ll n_0$, the gap is flat, and $x_n=1/(2n+1)$ in the normalization $x_0=1$. The sums in \eqref{W} converge with this $x$, so $n_0$ and $N$ can be sent to infinity. Let $O_l=\sum_{n<l}1/(2n+1)$. Since $(2n+1)+(2l-2n-1)=2l$, one has $x_nx_{l-1-n}=[x_n+x_{l-1-n}]/2l$, and the first sum is $O_l/l$. Since $(2n+2l+1)-(2n+1)=2l$, one has $x_nx_{n+l}=[x_n-x_{n+l}]/2l$, which telescopes to $O_l/2l$ and is doubled. Hence
\begin{equation}
W_l=\frac{2O_l}{l}-2\sum_{n\ge l}\frac1{(2n+1)^2},
\end{equation}
and with $\sum_{n\ge0}(2n+1)^{-2}=\pi^2/8$, $W_1=4-\pi^2/4=1.5326$, followed by $1.0882$, $0.8570$, $0.7137$. These weights fall only as $\ln l/l$, and the root of \eqref{peak} is $\bar\Omega_{\max}=9.78$.

At strong coupling $2\pi T_c$ far exceeds all phonon energies, and \eqref{lam} gives $\lambda(l)\to g/l^2$ for $l\ge1$, with $g=\lambda\langle\Omega^2\rangle/(2\pi T)^2$ and $\lambda\langle\Omega^2\rangle=\int2\Omega\,\alpha^2F\,d\Omega$. Because $\lambda(0)$ is absent, $K=gA-\mathrm{diag}(2n+1)$ with a purely numerical matrix $A$ built from $1/l^2$. The condition $Kx=0$ makes $1/g$ the largest eigenvalue $e$ of $A_{nm}/\sqrt{(2n+1)(2m+1)}$, so $T_c=\sqrt{e}\,\sqrt{\lambda\langle\Omega^2\rangle}/2\pi=0.1827\sqrt{\lambda\langle\Omega^2\rangle}$, the Allen--Dynes asymptote. The eigenvector with $x_0=1$ continues $0.2286$, $0.0704$, $0.0275$, and the weights are $1.3778$, $0.6010$, $0.2533$, $0.1165$. In \eqref{est} the terms $l=2,3,4$ are $0.4362\times0.12=0.0523$, $0.1838\times0.08=0.0147$ and $0.0846\times0.0519=0.0044$, giving $2\pi(1+2\times0.0714)=7.18$; all terms give $7.22$, and the exact root of \eqref{peak} is $7.25$. A peak near $7\,T_c$ is thus the strong-coupling value. The number $7.25$ holds for $\mu^*=0$; repulsion lowers it, for an Einstein spectrum with $\lambda=10^4$, $N=60$ and $\omega_c=2\pi NT_c$ to $6.90$ at $\mu^*=0.1$ and $6.71$ at $\mu^*=0.2$. Between the limits, an Einstein spectrum $\alpha^2F=\tfrac12\lambda\Omega_E\,\delta(\Omega-\Omega_E)$ at $\mu^*=0$ gives
\begin{center}
\begin{tabular}{cccc}
$\lambda$ & $T_c/\Omega_E$ & $\bar\Omega_{\max}$ & $G_{\max}$\\
0.2 & 0.0018 & 9.74 & 0.669\\
0.3 & 0.0099 & 9.40 & 0.601\\
0.5 & 0.0394 & 8.46 & 0.455\\
1 & 0.1146 & 7.65 & 0.256\\
2 & 0.2117 & 7.40 & 0.168\\
5 & 0.3799 & 7.30 & 0.132\\
1000 & 5.776 & 7.25 & 0.114
\end{tabular}
\end{center}
The end rows approach the two limits, the first lying $0.4\%$ below $9.78$. That the curve has a single maximum and that the maximum moves down steadily with $\lambda$ was tested at these seven couplings and is not proved here. For twenty random three-mode spectra at $\mu^*=0$ the lowest peak found was $7.39$; that $7.25$ bounds the peak from below for all spectra at $\mu^*=0$ and large $N$ is a conjecture, the proved bound being $2\pi=6.28$. At small $N$ it fails: the strong-coupling peak is $6.81$, $7.08$ and $7.22$ for $N=2$, $3$ and $5$.

As a worked example with round model parameters, let $\alpha^2F$ consist of two Gaussians of equal height centred at 10 and 20 meV, of standard deviation 1.5 meV, restricted to 1--30 meV, with $\lambda=1.2$, $\mu^*=0.10$ and $\omega_c=200$ meV. The height is then $1.045$, the area $7.86$ meV and the logarithmic mean frequency $12.2$ meV. With $N=25$ the top eigenvalue vanishes at $T_c=1.2565$ meV $=14.6$ K. The moving cutoff is $197.37$ meV, so $1/\mu_N=10+\ln(200/197.37)$ and $\mu_N=0.0999$. The unit eigenvector begins $0.9599$, $0.2548$, $0.1025$, $0.0445$, $0.0184$, and the weights are $W_1,\dots,W_5=1.3183$, $0.6872$, $0.3527$, $0.1741$, $0.0768$. The weight $W_7$ is the first negative one, and the most negative is $-0.041$, so the theorem does not cover this case. Equation \eqref{D} gives $D=1.18425$, of which the Coulomb term is $2\times0.09987^2\times1.2749^2=0.0324$, with $\sum x=1.2749$.

For the slope \eqref{low}, five terms give $1.3183+0.1718+0.0392+0.0109+0.0031=1.5433$, and division by $2\pi^2D=23.376$ gives $0.0660$; all terms give $0.0659$. A mode at $10^{-4}$ meV with area $\Omega/2$ adds a full unit to $\lambda$, yet \eqref{low} predicts $\delta T_c/T_c=0.0659\,\bar\Omega^2/2=2.1\times10^{-10}$ for $\bar\Omega=10^{-4}/1.2565$, which is the shift found by solving again. With $Z$ frozen, the derivative at $\bar\Omega=0.2$ becomes $8.46$, close to $2/(0.2\times1.18425)=8.44$, in place of the true $0.0132$. In \eqref{high} the bracket is $2.0438$, made of $2\times1.2749^2=3.251$ less $1.207$, so $\bar\Omega G\to2\times2.0438/1.18425=3.452$. For $N=25$ the derivative was tested to be positive at 200 points from $\bar\Omega=10^{-2}$ to $10^5$. The behaviour above the cutoff belongs to this $N$: with the same $\mu^*$ and $\omega_c$ and $\mu_N$ from \eqref{mu}, $N=50$ and $100$ change $T_c$, the peak position and the peak height by at most $0.3\%$, but lower the limit of $\bar\Omega G$ to $2.70$ and $1.98$, because $\sum x$ keeps falling with $\ln N$.

In \eqref{est} the terms $l=2$ to $5$ are $0.0626$, $0.0214$, $0.0069$ and $0.0021$, giving $2\pi(1+2\times0.093)=7.45$; the remaining terms are negative in sum and lower this to $7.425$, which is $0.6\%$ below the exact root $\bar\Omega_{\max}=7.47$, or $9.39$ meV. There $G=0.229$, which with $11.6045$ K per meV is $2.66$ K of $T_c$ per meV of added area. The maximum is broad: $G$ is $0.2282$ and $0.2284$ at frequencies $10\%$ below and above it, $0.226$ at $2\pi$, $0.165$ at $\bar\Omega=3$ and $0.192$ at $\bar\Omega=15$. Adding $0.1$ meV of area at the peak, a change $0.2/9.387=0.021$ in $\lambda$, gives the linear shift $0.1\times0.2292=0.02292$ meV, or $0.266$ K, against $0.02274$ meV, or $0.264$ K, from the full solution; the linear value is high by $0.8\%$ of the exact shift. The numerical check accompanying this text re-solves the unsymmetrized equations \eqref{Z} and \eqref{gap} with a small mode added and subtracted, and requires agreement with \eqref{G} to $2\times10^{-4}$ of $G$ at ten frequencies from $\bar\Omega=0.2$ to $100$.

The peak marks the best frequency per unit area of $\alpha^2F$, for an infinitesimal addition to the given spectrum at fixed $\mu^*$ and $\omega_c$. Per unit of $\lambda$ the answer differs: an added $\delta\lambda=2a/\Omega$ gives $\delta T_c=\tfrac12\Omega G\,\delta\lambda$, and each term of $\Omega G$ is proportional to $W_l\,\Omega^2/(\Omega^2+\nu_l^2)$, so for $\mu^*=0$ a higher frequency is always better. With negative weights this no longer holds: in the example with $\mu^*=0.10$ and $N=25$, $\bar\Omega G$ is $3.85$, $3.90$ and $3.69$ at $50$, $100$ and $200$ meV and then falls toward $3.45$.

The same spectrum shows how the Coulomb term acts. At $\mu^*=0$ and $N=60$, $T_c=1.72$ meV and the peak is at $7.65$ with $G=0.24$. At $\mu^*=0.5$ with $\omega_c=1000$ meV and $N=189$, $T_c=0.840$ meV, and the peak is at $7.44$, so across these three cases, in which $T_c$ changes by a factor of two, the peak position moves by less than $3\%$ of its value. The high-frequency tail changes sign. In the third case $\sum x=0.5682$, so $(\sum x)^2=0.323<\tfrac12$, the bracket in \eqref{high} is $-0.980$ with $D=1.126$, and $G$ passes through zero near $400$ meV, about $477\,T_c$, reaching $-1.01\times10^{-3}$ at $\omega_c$, where a finite difference of $T_c$ confirms sign and size. In the limit \eqref{high} the negative sign arises because a very fast boson reduces a repulsion whose effect on $T_c$ is already logarithmically weakened, while it renormalizes the mass in full. That limit needs $\Omega\gg4\pi NT_c\approx2\omega_c$ and is not yet reached at $\omega_c$, where \eqref{high} would give $2\times(-0.980)/(1190\times1.126)=-1.46\times10^{-3}$; the zero and the value at $\omega_c$ come from the full sum \eqref{G}. The zero lies inside the cutoff but at a sizeable fraction of it, so its position and the value at $\omega_c$ belong to this truncated model with a constant density of states: doubling $N$ to $378$ at the same $\mu^*$ and $\omega_c$ leaves $T_c=0.840$ meV and the sign change intact, but moves the zero to $388$ meV and the value at $\omega_c$ to $-1.27\times10^{-3}$; a second doubling gives $387$ meV and $-1.32\times10^{-3}$. The zero is about twenty times the upper phonon peak, and the negative value at $\omega_c$ is small compared with the maxima found above.

\section*{Table of computed values}
\begin{verbatim}
model: Gaussians at 10, 20 meV, sigma 1.5 meV, support 1-30 meV
lambda = 1.2, mu* = 0.1, wc = 200 meV
height = 1.0450, area = 7.8581 meV, w_log = 12.225 meV
N = 25, 2 pi N Tc = 197.37 meV, mu_N = 0.09987
Tc = 1.25647 meV = 14.581 K  (1 meV = 11.6045 K)
full-axis eigenvalue at Tc = 1.0000001
lam(1..4) = 0.8208 0.4639 0.2810 0.1834
x_0..x_4 = 0.9599 0.2548 0.1025 0.0445 0.0184
W_1..W_5 = 1.3183 0.6872 0.3527 0.1741 0.0768
first l with W_l < 0: 7 , min W = -0.04066
D formula = 1.18425, D finite difference = 1.18425
Coulomb part of D = 0.03242
Om/Tc   G formula   G finite difference (dimensionless)
  0.200  0.013169  0.013169
  1.000  0.064459  0.064459
  3.000  0.164965  0.164965
  6.283  0.226422  0.226422
  6.724  0.228180  0.228180
  7.471  0.229212  0.229212
  8.218  0.228384  0.228384
 15.000  0.192202  0.192202
 30.000  0.122958  0.122958
100.000  0.038359  0.038359
low-frequency slope dG/d(Om/Tc) = 0.06590
peak: Om/Tc = 7.471, Om = 9.387 meV, linearized estimate 7.425
G at peak = 0.2292 = 2.660 K/meV
mode at 1e-4 meV adding lambda = 1: dTc/Tc = 2.1e-10
Z frozen, Om/Tc = 0.2: G = 8.459, 2 Tc/(Om D) = 8.444
sum x = 1.2749, sum W = 2.0438
limit G Om/Tc = 3.4516, finite difference = 3.4517
area 0.1 meV added at peak: linear dTc = 0.02292 meV, exact = 0.02274 meV
  in kelvin: linear 0.266 K, exact 0.264 K
mu*=0, N=60: Tc = 1.7208 meV, peak Om/Tc = 7.645, G = 0.2375
20 random spectra, mu*=0: lowest peak Om/Tc = 7.391, 2 pi = 6.283
weak limit   W_1..W_4 (x_0=1) = 1.5326 1.0882 0.8570 0.7137
strong limit x_1..x_3 (x_0=1) = 0.2286 0.0704 0.0275
strong limit W_1..W_4 (x_0=1) = 1.3778 0.6010 0.2533 0.1165
peak Om/Tc: weak 9.777, strong 7.250 (estimate 7.216)
strong limit Tc/sqrt(lambda <Om^2>) = 0.1827
Einstein, mu*=0: lambda, N, Tc/Om_E, peak Om/Tc, G at peak, slope
    0.2  600 0.00182 9.740 0.66909 0.171280
    0.3  178 0.00992 9.404 0.60112 0.155780
    0.5   60 0.03943 8.463 0.45479 0.123117
    1.0   60 0.11462 7.649 0.25596 0.072796
    2.0   60 0.21174 7.400 0.16808 0.048644
    5.0   60 0.37993 7.301 0.13214 0.038519
 1000.0   60 5.77633 7.251 0.11419 0.033412
mu* = 0.5, wc = 1000 meV: N = 189, Tc = 0.8404 meV, peak Om/Tc = 7.441
  sum x = 0.5682, sum W = -0.9803, D = 1.1259
  G = 0 at Om = 400.5 meV (Om/Tc = 476.5)
  G(wc): formula -1.0143e-03, finite difference -1.0143e-03
\end{verbatim}
